# Why Hartree-Fock band gaps are too large: the missing polarization: a numerical check

```python
"""
Result under test: static Coulomb-hole plus screened-exchange (COHSEX) lowers
the Hartree-Fock (HF) gap by A*e2*(X_v - X_c), where A = 1 - 1/eps0 and
X_n = <n| gamma(r,r') f(|r-r'|) |n>,  f(r) = (1 - exp(-kappa r))/r.
gamma: occupied projector of one spin; v, c: valence and conduction state;
eps0: static dielectric constant; kappa: inverse screening length;
e2: squared charge / (4 pi vacuum permittivity).
Lattice units: eV and angstrom. Small test models: dimensionless energies.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.special import erfcx

e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10
h2m = const.hbar**2 / (2 * const.m_e * const.e) * 1e20

# ---- Koopmans: HF gap equals the frozen-determinant energy difference ----
sites = 8
hop = np.zeros((sites, sites))
for i in range(sites):
    j = (i + 1) % sites
    hop[i, j] = hop[j, i] = -1.5 if i % 2 == 0 else -0.5
dist = np.abs(np.subtract.outer(np.arange(sites), np.arange(sites)))
dist = np.minimum(dist, sites - dist)
vee = 0.5 / (1.0 + dist)


def fock(P):
    return hop + np.diag(vee @ np.diag(P)) - vee * P


def hf_energy(P):
    n = np.diag(P)
    return np.sum(hop * P) + 0.5 * n @ vee @ n - 0.5 * np.sum(vee * P**2)


P = np.eye(sites) / 2
for _ in range(400):
    lev, orb = np.linalg.eigh(fock(P))
    P = 0.5 * P + 0.5 * orb[:, :4] @ orb[:, :4].T
lev, orb = np.linalg.eigh(fock(P))
add = hf_energy(P + np.outer(orb[:, 4], orb[:, 4]))
rem = hf_energy(P - np.outer(orb[:, 3], orb[:, 3]))
koop_gap = lev[4] - lev[3]
frozen_gap = add + rem - 2 * hf_energy(P)
assert abs(koop_gap - frozen_gap) < 1e-8

# ---- COHSEX shifts against exact fermion-boson diagonalization ----
omega = 1.0
levels = np.array([0.0, 0.02, 0.06, 0.08])
gmat = 0.01 * np.array([[1.0, 0.3, 0.2, 0.1], [0.3, 0.9, 0.25, 0.2],
                        [0.2, 0.25, -0.8, 0.3], [0.1, 0.2, 0.3, 0.7]])


def kron_all(mats):
    out = np.eye(1)
    for mat in mats:
        out = np.kron(out, mat)
    return out


sz, low = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [0.0, 0.0]])
ann = [kron_all([sz] * i + [low] + [np.eye(2)] * (3 - i)) for i in range(4)]
number = np.rint(np.diag(sum(c.T @ c for c in ann))).astype(int)
h_el = sum(levels[i] * ann[i].T @ ann[i] for i in range(4))
rho = sum(gmat[i, j] * ann[i].T @ ann[j] for i in range(4) for j in range(4))
rho = rho - (gmat[0, 0] + gmat[1, 1]) * np.eye(16)
b5 = np.diag(np.sqrt(np.arange(1.0, 5.0)), 1)


def sector_energy(n_el):
    s = np.where(number == n_el)[0]
    he, rr = h_el[np.ix_(s, s)], rho[np.ix_(s, s)]
    H = (np.kron(he, np.eye(5)) + np.kron(np.eye(len(s)), omega * b5.T @ b5)
         + np.kron(rr, b5 + b5.T))
    return np.linalg.eigvalsh(H)[0]


E1, E2, E3 = (sector_energy(n) for n in (1, 2, 3))
exact_c = E3 - E2 - levels[2]
exact_v = E2 - E1 - levels[1]
occ = np.diag([1.0, 1.0, 0.0, 0.0])
coh = -np.diag(gmat @ gmat) / omega
sex = 2 * np.diag(gmat @ occ @ gmat) / omega
static_c, static_v = (coh + sex)[2], (coh + sex)[1]
assert abs(exact_c / static_c - 1) < 0.04
assert abs(exact_v / static_v - 1) < 0.04
assert exact_c < 0 < exact_v

# ---- delocalized electron: true polarization against mean field ----
t_hop, g_loc = 0.05, 0.1
b4 = np.diag(np.sqrt(np.arange(1.0, 4.0)), 1)
ring_rows = []
for m in (2, 3, 4):
    T = -t_hop * (np.roll(np.eye(m), 1, 0) + np.roll(np.eye(m), -1, 0))
    H = np.kron(T, np.eye(4**m))
    for i in range(m):
        def local(op):
            return kron_all([op if s == i else np.eye(4) for s in range(m)])
        here = np.zeros((m, m))
        here[i, i] = 1.0
        H += np.kron(np.eye(m), omega * local(b4.T @ b4))
        H += g_loc * np.kron(here, local(b4 + b4.T))
    exact = np.linalg.eigvalsh(H)[0] + 2 * t_hop
    dens = np.arange(1.0, m + 1) / np.sum(np.arange(1.0, m + 1))
    for _ in range(500):
        w, u = np.linalg.eigh(T - np.diag(2 * g_loc**2 * dens / omega))
        dens = 0.5 * dens + 0.5 * u[:, 0]**2
    mean = (u[:, 0] @ T @ u[:, 0] + 2 * t_hop
            - g_loc**2 * np.sum(u[:, 0]**4) / omega)
    kin = 2 * t_hop * (1 - np.cos(2 * np.pi * np.arange(m) / m))
    second = -g_loc**2 * np.mean(1 / (omega + kin))
    assert abs(exact / second - 1) < 0.02
    assert abs(mean * m * omega / g_loc**2 + 1) < 1e-3
    ring_rows.append((m, exact, mean))
ring_static = -g_loc**2 / omega

# ---- model screening kernel: Fourier integral against real-space form ----
a, V_main, eps0, kappa = 6.0, 4.0, 4.0, 1.5
A = 1 - 1 / eps0
f_zero = 2 / np.pi * quad(lambda q: kappa**2 / (q*q + kappa**2), 0, np.inf)[0]
assert abs(f_zero - kappa) < 1e-7
r_test = 1.3
part1 = quad(lambda q: kappa**2 / (q*q + kappa**2)
             * np.sinc(q * r_test / np.pi), 0, 1)[0]
part2 = quad(lambda q: kappa**2 / (q * (q*q + kappa**2)), 1, np.inf,
             weight='sin', wvar=r_test)[0] / r_test
f_real = (1 - np.exp(-kappa * r_test)) / r_test
assert abs(2 / np.pi * (part1 + part2) - f_real) < 1e-6

# ---- periodic crystal: separable cosine potential ----
NK, MG = 160, 16
G = 2 * np.pi / a
kgrid = (np.arange(NK) - NK // 2) * G / NK
mgrid = np.arange(-MG, MG + 1)
lags = np.arange(-2 * MG, 2 * MG + 1)
length = NK * a
t_max = length**2 / 120
x_gl, w_gl = np.polynomial.legendre.leggauss(200)
lo, hi = np.log(1e-6), np.log(t_max)
t_nodes = np.exp(0.5 * (hi - lo) * x_gl + 0.5 * (hi + lo))
t_weights = 0.5 * (hi - lo) * w_gl * t_nodes


def crystal(V0):
    """1D energies, form factors and Gaussian sums at k=pi/a (0), k=0 (1)."""
    size = len(mgrid)
    H = np.zeros((NK, size, size))
    H[:, np.arange(size), np.arange(size)] = (
        h2m * (kgrid[:, None] + mgrid * G)**2)
    H -= 0.5 * V0 * (np.eye(size, k=1) + np.eye(size, k=-1))
    en, C = np.linalg.eigh(H)
    energy, form, gauss = {}, {}, {}
    for band in (0, 1):
        for point, idx in ((0, 0), (1, NK // 2)):
            S = np.array([np.correlate(C[idx, :, band], C[i, :, 0], 'full')**2
                          for i in range(NK)]).ravel()
            q = (kgrid[idx] - kgrid[:, None] + lags * G).ravel()
            order = np.argsort(q)
            energy[band, point] = en[idx, band]
            form[band, point] = (q[order], S[order])
            gauss[band, point] = np.exp(-np.outer(t_nodes, q**2)) @ S / length
    val = C[:, :, 0]
    nxt = np.vstack([val[1:], np.roll(val[0], -1)])
    overlap2 = np.sum(val * nxt, axis=1)**2
    sigma = np.sqrt(np.mean(1 - overlap2)) / (G / NK)
    return energy, form, gauss, sigma


def exchange(gauss, states, kap=None):
    """X_n in 1/angstrom; kap=None gives the bare Coulomb kernel."""
    cut = 1.0 if kap is None else 1 - np.exp(-kap**2 * t_nodes)
    prod = gauss[states[0]] * gauss[states[1]] * gauss[states[2]]
    tail = 0.0
    if all(s[0] == 0 for s in states):
        tail = 1 / np.sqrt(np.pi * t_max)
    return 4 * np.pi * np.sum(t_weights * cut * prod) + tail


def exchange_direct(form, states, kap=None):
    """Same quantity by spherical quadrature in three-dimensional q space."""
    xr, wr = np.polynomial.legendre.leggauss(160)
    xa, wa = np.polynomial.legendre.leggauss(28)
    q, wq = 6 * (xr + 1), 6 * wr
    cth, wc = 0.5 * (xa + 1), 0.5 * wa
    phi, wp = np.pi / 4 * (xa + 1), np.pi / 4 * wa
    Q, Ct, Ph = np.meshgrid(q, cth, phi, indexing='ij')
    St = np.sqrt(1 - Ct**2)
    comps = (Q * St * np.cos(Ph), Q * St * np.sin(Ph), Q * Ct)
    val = np.ones_like(Q)
    for s, comp in zip(states, comps):
        val *= CubicSpline(*form[s])(comp)
    if kap is not None:
        val *= kap**2 / (Q**2 + kap**2)
    total = np.einsum('i,j,k,ijk->', wq, wc, wp, val)
    return 8 * 4 * np.pi * total / (2 * np.pi)**3


def closed_forms(sig, kap):
    xv = kap * erfcx(kap * sig)
    xc = (kap * sig)**2 / 3 * (1 / (sig * np.sqrt(np.pi)) - xv)
    return xv, xc


v_state = ((0, 0), (0, 0), (0, 0))
c_state = ((1, 0), (0, 0), (0, 0))
energy, form, gauss, sigma = crystal(V_main)
for state in (v_state, c_state):
    for kap in (None, kappa):
        one = exchange(gauss, state, kap)
        two = exchange_direct(form, state, kap)
        assert abs(one - two) < 1e-3 * one, (state, kap, one, two)

Xv, Xc = exchange(gauss, v_state, kappa), exchange(gauss, c_state, kappa)
Bv, Bc = exchange(gauss, v_state), exchange(gauss, c_state)
assert 0 < Xc < Xv < kappa
local_gap = energy[1, 0] - energy[0, 0]
hf_gap = local_gap + e2 * (Bv - Bc)
shift_v = A * e2 * (Xv - kappa / 2)
shift_c = A * e2 * (Xc - kappa / 2)
cohsex_gap = hf_gap + shift_c - shift_v
reduction = hf_gap - cohsex_gap
assert 0 < cohsex_gap < hf_gap


def smallest_gap(screened):
    val, cond = [], []
    for pts in itertools.product((0, 1), repeat=3):
        for band, store in ((0, val), (1, cond)):
            st = ((band, pts[0]), (0, pts[1]), (0, pts[2]))
            en = sum(energy[s] for s in st) - e2 * exchange(gauss, st)
            if screened:
                en += A * e2 * (exchange(gauss, st, kappa) - kappa / 2)
            store.append(en)
    return min(cond) - max(val)


min_hf, min_cohsex = smallest_gap(False), smallest_gap(True)
assert min_cohsex < min_hf

# ---- localization scan and closed forms in the deep-lattice limit ----
scan = []
for depth in (4.0, 16.0, 64.0, 400.0):
    _, _, gs, sg = crystal(depth)
    diff = exchange(gs, v_state, kappa) - exchange(gs, c_state, kappa)
    xv, xc = closed_forms(sg, kappa)
    scan.append((depth, sg, A * e2 * diff, 1 / diff, 1 / (xv - xc)))
    if depth == 400.0:
        assert abs(diff / (xv - xc) - 1) < 0.02
        bare = exchange(gs, v_state) - exchange(gs, c_state)
        assert abs(bare * 6 * np.sqrt(np.pi) * sg / 5 - 1) < 0.02
assert all(x[3] > y[3] for x, y in zip(scan, scan[1:]))

print(f"Koopmans gap, frozen-determinant gap (model units): "
      f"{koop_gap:.6f}, {frozen_gap:.6f}")
print(f"Boson model, conduction shift exact, COHSEX (1e-5 omega): "
      f"{exact_c*1e5:.3f}, {static_c*1e5:.3f}")
print(f"Boson model, valence shift exact, COHSEX (1e-5 omega): "
      f"{exact_v*1e5:.3f}, {static_v*1e5:.3f}")
print(f"Ring: hopping {t_hop}, coupling {g_loc}, static shift "
      f"{ring_static:.5f} (units of omega)")
for m, ex, mf in ring_rows:
    print(f"Ring of {m} sites: exact shift {ex:.5f}, mean field {mf:.5f}")
print(f"e2 = {e2:.4f} eV angstrom; hbar^2/2m = {h2m:.4f} eV angstrom^2")
print(f"Lattice constant {a} angstrom; V0 = {V_main} eV")
print(f"eps0 = {eps0}; A = {A:.4f}; kappa = {kappa} 1/angstrom; "
      f"1/kappa = {1/kappa:.4f} angstrom")
print(f"Wannier width sigma (one axis): {sigma:.4f} angstrom")
print(f"Valence 1D band width: {energy[0,0]-energy[0,1]:.4f} eV")
print(f"Gap of local Hamiltonian at zone corner: {local_gap:.3f} eV")
print(f"Bare exchange sums v, c: {Bv:.4f}, {Bc:.4f} 1/angstrom")
print(f"Bare exchange energies v, c: {-e2*Bv:.3f}, {-e2*Bc:.3f} eV")
print(f"X_v, X_c: {Xv:.4f}, {Xc:.4f} 1/angstrom")
print(f"Coulomb-hole shift of every level: {-A*e2*kappa/2:.3f} eV")
print(f"Exchange-screening shifts v, c: {A*e2*Xv:.3f}, {A*e2*Xc:.3f} eV")
print(f"Total COHSEX shifts v, c: {shift_v:.3f}, {shift_c:.3f} eV")
print(f"HF gap at zone corner: {hf_gap:.3f} eV")
print(f"COHSEX gap at zone corner: {cohsex_gap:.3f} eV")
print(f"Gap reduction: {reduction:.3f} eV; R = {A*e2/reduction:.4f} angstrom")
print(f"Reduction if screening were complete at all q: "
      f"{A*e2*(Bv-Bc):.3f} eV")
print(f"Smallest gap over eight k points, HF, COHSEX: "
      f"{min_hf:.3f}, {min_cohsex:.3f} eV")
for eps in (1.0, 2.0, 4.0, 12.0):
    factor = 1 - 1 / eps
    print(f"eps0 = {eps:4.1f}: A = {factor:.4f}, COHSEX gap = "
          f"{hf_gap - factor*e2*(Xv-Xc):.3f} eV")
for depth, sg, red, rad, rad_closed in scan:
    print(f"V0 = {depth:5.1f} eV: sigma = {sg:.4f} angstrom, "
          f"reduction = {red:.3f} eV,")
    print(f"    R lattice = {rad:.4f}, R closed form = "
          f"{rad_closed:.4f} angstrom")
print("PASS")
```

Running it gives:

```
Koopmans gap, frozen-determinant gap (model units): 2.227513, 2.227513
Boson model, conduction shift exact, COHSEX (1e-5 omega): -6.302, -6.275
Boson model, valence shift exact, COHSEX (1e-5 omega): 8.016, 7.975
Ring: hopping 0.05, coupling 0.1, static shift -0.01000 (units of omega)
Ring of 2 sites: exact shift -0.00917, mean field -0.00500
Ring of 3 sites: exact shift -0.00913, mean field -0.00333
Ring of 4 sites: exact shift -0.00913, mean field -0.00250
e2 = 14.3996 eV angstrom; hbar^2/2m = 3.8100 eV angstrom^2
Lattice constant 6.0 angstrom; V0 = 4.0 eV
eps0 = 4.0; A = 0.7500; kappa = 1.5 1/angstrom; 1/kappa = 0.6667 angstrom
Wannier width sigma (one axis): 0.9360 angstrom
Valence 1D band width: 0.1400 eV
Gap of local Hamiltonian at zone corner: 3.788 eV
Bare exchange sums v, c: 0.6262, 0.0915 1/angstrom
Bare exchange energies v, c: -9.018, -1.317 eV
X_v, X_c: 0.5171, 0.0594 1/angstrom
Coulomb-hole shift of every level: -8.100 eV
Exchange-screening shifts v, c: 5.585, 0.642 eV
Total COHSEX shifts v, c: -2.515, -7.458 eV
HF gap at zone corner: 11.488 eV
COHSEX gap at zone corner: 6.545 eV
Gap reduction: 4.944 eV; R = 2.1846 angstrom
Reduction if screening were complete at all q: 5.775 eV
Smallest gap over eight k points, HF, COHSEX: 11.271, 6.308 eV
eps0 =  1.0: A = 0.0000, COHSEX gap = 11.488 eV
eps0 =  2.0: A = 0.5000, COHSEX gap = 8.192 eV
eps0 =  4.0: A = 0.7500, COHSEX gap = 6.545 eV
eps0 = 12.0: A = 0.9167, COHSEX gap = 5.446 eV
V0 =   4.0 eV: sigma = 0.9360 angstrom, reduction = 4.944 eV,
    R lattice = 2.1846, R closed form = 2.2516 angstrom
V0 =  16.0 eV: sigma = 0.6051 angstrom, reduction = 6.654 eV,
    R lattice = 1.6230, R closed form = 1.6331 angstrom
V0 =  64.0 eV: sigma = 0.4158 angstrom, reduction = 8.312 eV,
    R lattice = 1.2992, R closed form = 1.3013 angstrom
V0 = 400.0 eV: sigma = 0.2591 angstrom, reduction = 10.348 eV,
    R lattice = 1.0436, R closed form = 1.0440 angstrom
PASS
```
